\section*{The coercivity-limited memory window of a 10 nm hafnia gate film}

\section*{Question}

I am stuck on an exercise about ferroelectric transistors. The gate film is 10 nm of ferroelectric hafnia with a symmetric coercive field of 1 MV/cm, and I am asked for the ideal coercivity-limited memory window.

I have two estimates, and they disagree badly. Multiplying the coercive field by the thickness gives 1 V. But the stored information is the polarization, so I also tried treating the film as a capacitor carrying a remanent polarization of $20\ \mu\mathrm{C/cm^2}$ that changes sign between the two states. With a relative permittivity of 30, the voltage $2P_r t/\varepsilon_F$ comes out near 15 V.

Which estimate is meant, if either? And why does the exercise say nothing about the silicon or the thin oxide under the hafnia? Surely part of the gate voltage drops there.

\section*{Answer}

The two memory states have different threshold voltages, and the memory window is the difference between them. To find it, write down the gate voltage at threshold for each state and subtract. The subtraction shows what happens to the oxide and the silicon, and it also settles both of your estimates.

\subsection*{The gate voltage, term by term}

Take an n-channel transistor on p-type silicon. Going down from the gate there is the ferroelectric film of thickness $t$, a thin silicon-oxide interlayer of thickness $t_i$ and permittivity $\varepsilon_i$, and the silicon. Count the electric field $E$ in the film and the displacement $D$ as positive when they point from gate to channel.

Assume for now that no charge is trapped at the boundary between film and oxide. Gauss's law then makes $D$ the same on both sides of that boundary, so the oxide field is $D/\varepsilon_i$. Adding the voltage drops gives
\begin{equation}
V_G=V_{FB}+Et+\frac{D\,t_i}{\varepsilon_i}+\psi_s(D).
\label{stack}
\end{equation}
Here $V_{FB}$ is the flat-band voltage, which contains the work-function difference, and $\psi_s$ is the potential drop inside the silicon. The silicon has no memory of its own: a given $D$ entering its surface corresponds to one value of $\psi_s$.

The film does have a memory. At the same $D$ it can have two different fields, depending on its history. Call them $E_f(D)$ on the falling branch of the hysteresis loop, followed when the field comes down from a large positive value, and $E_r(D)$ on the rising branch, followed when the field comes up from a large negative value.

\subsection*{Both states reach threshold at the same displacement}

Define threshold in the usual way, by $\psi_s=2\phi_F$, with
\begin{equation}
\phi_F=\frac{k_BT}{q}\ln\frac{N_A}{n_i},
\end{equation}
where $N_A$ is the acceptor density and $n_i$ the intrinsic carrier density. Since $\psi_s$ is fixed, so is the displacement. Call it $D_{th}$.

Its size follows from the depletion approximation. A depleted layer of width $w$ holds a charge $qN_Aw$ per area, so $D=qN_Aw$. The field falls linearly from $qN_Aw/\varepsilon_s$ at the surface to zero at depth $w$, and the potential drop is the area of that triangle:
\begin{equation}
\psi_s=\frac{qN_Aw^2}{2\varepsilon_s}
\quad\Rightarrow\quad
w=\sqrt{\frac{2\varepsilon_s\psi_s}{qN_A}} .
\end{equation}
Multiplying $w$ by $qN_A$ and setting $\psi_s=2\phi_F$ gives
\begin{equation}
D_{th}\simeq\sqrt{2\varepsilon_s qN_A(2\phi_F)} .
\end{equation}
For $N_A=10^{17}\ \mathrm{cm^{-3}}$ at 300 K, $2\phi_F=0.833$ V and $D_{th}=0.166\ \mu\mathrm{C/cm^2}$. This is less than 1\% of the remanent polarization you quote.

\subsection*{Subtracting the two thresholds}

A positive write pulse takes the film to the positive end of its loop. When the gate voltage comes down again, the film follows the falling branch, so the threshold is
\begin{equation}
V_{low}=V_{FB}+E_f(D_{th})\,t+\frac{D_{th}t_i}{\varepsilon_i}+2\phi_F .
\end{equation}
A negative write pulse puts the film on the rising branch, and
\begin{equation}
V_{high}=V_{FB}+E_r(D_{th})\,t+\frac{D_{th}t_i}{\varepsilon_i}+2\phi_F .
\end{equation}
The flat-band, oxide and silicon terms are the same in both lines. They cancel in the difference:
\begin{equation}
MW=V_{high}-V_{low}=t\left[E_r(D_{th})-E_f(D_{th})\right].
\label{general}
\end{equation}
This is why the exercise need not mention the layers below. Part of the gate voltage does drop there, but at threshold it is the same part in both states.

Now define the coercive field $E_c$ by the points where the saturated loop crosses $D=0$:
\begin{equation}
E_f(0)=-E_c,\qquad E_r(0)=+E_c .
\end{equation}
Because $D_{th}$ is small compared with the height of the loop, replace it by zero in \eqref{general}:
\begin{equation}
MW\simeq t\left[E_c-(-E_c)\right]=2E_ct .
\label{result}
\end{equation}
In convenient units, $1\ \mathrm{MV/cm}=0.1\ \mathrm{V/nm}$, so
\begin{equation}
MW=2\times0.1\ \mathrm{V/nm}\times10\ \mathrm{nm}=2\ \mathrm{V}.
\end{equation}

Your 1 V is the film voltage at one coercive point. One state has $-1$ V across the film at threshold and the other has $+1$ V. The window is the distance between them, which is where the factor 2 comes from.

\subsection*{How good is the replacement of $D_{th}$ by zero?}

It is better than the size of $D_{th}$ alone suggests. A symmetric loop is unchanged when $E$ and $D$ both change sign, which exchanges its branches: $E_f(D)=-E_r(-D)$. Insert this in \eqref{general} and expand a smooth branch about $D=0$:
\begin{align}
MW&=t\left[E_r(D_{th})+E_r(-D_{th})\right]\nonumber\\
&=t\left[2E_r(0)+E_r''(0)D_{th}^2+\cdots\right].
\end{align}
The terms linear in $D_{th}$ have opposite signs and cancel. To first order, a finite threshold charge moves both thresholds the same way and leaves their separation alone.

To see this in numbers, I modelled the film as many small two-state units with a spread of switching fields, and followed \eqref{stack} through a complete gate cycle. The flat-band voltage was set to zero and the oxide was 0.7 nm thick. The film was driven to $\pm2.5$ MV/cm to saturate it, and oxide breakdown was ignored; that point is taken up below. The oxide drop at threshold is 0.034 V, so the expected midpoint of the thresholds is
\begin{equation}
V_0=0.833+0.034=0.867\ \mathrm{V}.
\end{equation}
The simple formula then predicts thresholds at $0.867-1=-0.133$ V and $0.867+1=1.867$ V. The cycle gave $-0.131$ V and $1.869$ V. Before rounding, both are higher by about 1.5 mV, which is the common first-order shift $tD_{th}/(dD/dE)$ on the steep part of the loop, and the window is 2.000 V.

I also changed one quantity at a time: film thickness to 5 and 20 nm, oxide thickness to 2 nm, and doping to $10^{18}\ \mathrm{cm^{-3}}$. In each case the window stayed within 2 mV of $2E_ct$. At fixed coercive field it therefore follows the film thickness, while the other two changes move the pair of thresholds together.

\subsection*{What went wrong with the 15 V estimate}

The capacitor estimate assumes that the polarization stays frozen while the gate is swept to threshold. Write the displacement as a background dielectric part plus the switchable polarization:
\begin{equation}
D=\varepsilon_FE+P .
\end{equation}
With $P$ frozen at $+P_r$, reaching $D=0$ would take a field
\begin{equation}
E=-\frac{P_r}{\varepsilon_F}=-7.53\ \mathrm{MV/cm}.
\end{equation}
The film does not wait for that. Near $-1$ MV/cm its polarization starts to reverse in bulk, and $D$ passes through zero during the reversal. The frozen-polarization assumption has failed long before your 15 V window could be reached.

For an idealized square loop, in which all of the polarization reverses at one field $E_s$, both cases fit into one expression. On the falling branch, $D$ reaches zero at whichever field magnitude comes first, so for negligible $D_{th}$
\begin{equation}
MW=2t\,\min\left(E_s,\frac{P_r}{\varepsilon_F}\right).
\label{minrule}
\end{equation}
The phrase ``coercivity-limited'' tells you that the first entry is the smaller one. With your numbers it is, by a factor of more than seven.

The other limit does exist. Keep the same switching fields and permittivity but reduce $P_r$ to $1\ \mu\mathrm{C/cm^2}$. Then $P_r/\varepsilon_F$ is about 0.376 MV/cm, below almost all of the switching fields, and the predicted window is
\begin{equation}
2\times0.0376\ \mathrm{V/nm}\times10\ \mathrm{nm}\simeq0.75\ \mathrm{V}.
\end{equation}
The full gate cycle for this weak film gives 0.753 V. Here your capacitor formula is the right one.

\subsection*{Two details about the coercive field}

First, I defined $E_c$ by $D=0$, not by $P=0$. In the model with a spread of switching fields, $P=0$ occurs when half the units have reversed, at the median switching field of 1.025 MV/cm. At that point the background term makes $D$ negative on the falling branch, about $-2.7\ \mu\mathrm{C/cm^2}$, so $D=0$ was crossed a little earlier, at a field magnitude of 1.000 MV/cm. Using the $P=0$ field in \eqref{result} would give 2.05 V, too large by 2.5\%. The distinction is small here because $\varepsilon_FE_c$ is much smaller than $P_r$. In the weak film above it is large.

Second, the word ``symmetric'' matters for the factor 2. If the loop crosses $D=0$ at $-E_c^-$ and $+E_c^+$, the same subtraction gives
\begin{equation}
MW\simeq t\left(E_c^++E_c^-\right).
\end{equation}
A built-in field that shifts the whole loop sideways raises one of these magnitudes and lowers the other equally. The window survives, but its midpoint moves by $t(E_c^+-E_c^-)/2$, and a fixed read voltage may no longer lie between the two thresholds.

\subsection*{Why a real device may not give 2 V}

The coercive field, thickness and polarization in your exercise are in the rough range of doped-hafnia films, with 1 MV/cm towards the low end for the coercive field. One assumption that is hard to meet in a real transistor is that the film runs round its saturated loop with no trapped charge. If the displacement in the oxide equals the full remanent polarization, the oxide field is
\begin{equation}
\frac{P_r}{\varepsilon_i}=57.9\ \mathrm{MV/cm},
\end{equation}
whereas a thin oxide withstands roughly 10 MV/cm. Something has to give. Two simple cases illustrate the change, without setting bounds on it: 0.99 V if the loop shrinks, and 1.51 V if trapped charge compensates most of the polarization. Both values belong to the model's spread of switching fields, a standard deviation of 0.15 MV/cm, and change with it.

\paragraph{A smaller loop without trapping.}
Capping the oxide field at 10 MV/cm caps the displacement at $3.45\ \mu\mathrm{C/cm^2}$. Suppose the film starts with equal numbers of units up and down. Let $F(E)$ be the fraction of units whose switching field is below $E$. At a peak field $E_m$ those units all point up, while the rest still cancel in pairs. The peak condition is
\begin{equation}
\varepsilon_FE_m+P_rF(E_m)=3.45\ \mu\mathrm{C/cm^2},
\end{equation}
which gives $E_m=0.800$ MV/cm. On the way back, at $E=-x$, units with switching field below $x$ have reversed. Each reversal counts twice, from $+$ to $-$, so
\begin{equation}
D=-\varepsilon_Fx+P_r\left[F(E_m)-2F(x)\right].
\end{equation}
The size of the window can be estimated by hand. Since $P_r/\varepsilon_F=7.53$ MV/cm, the background contributes $20/7.53=2.66\ \mu\mathrm{C/cm^2}$ per MV/cm. At the peak that is $2.12\ \mu\mathrm{C/cm^2}$, leaving $1.33\ \mu\mathrm{C/cm^2}$ of switched polarization. If almost none of it has reversed yet, $D=0$ at
\begin{equation}
x\simeq\frac{1.33}{2.66}=0.50\ \mathrm{MV/cm},
\end{equation}
and the window is about 1.0 V. The complete calculation gives 0.99 V. The full loop's coercive field is not available to a film that is never driven round the full loop.

\paragraph{The full loop with trapped charge.}
Suppose instead that after a positive write pulse, electrons with charge $-Q$ per area are trapped between film and oxide. Gauss's law now gives $D_{ox}=D_{film}-Q$. Threshold still requires $D_{ox}=D_{th}$, so the film must be at $D_{film}=D_{th}+Q$. After a negative pulse, let an equal positive charge be trapped; the film is then at $D_{th}-Q$. The oxide and silicon terms cancel as before, leaving
\begin{equation}
MW=t\left[E_r(D_{th}-Q)-E_f(D_{th}+Q)\right]\simeq2t\left|E_f(Q)\right| .
\end{equation}
The last step neglects $D_{th}$ and uses the symmetry of the loop. It holds for $0\le Q\le P_r$, where $E_f(Q)$ is not positive. As $Q$ grows from zero to $P_r$, the threshold point climbs the falling branch from $E=-E_c$ to $E=0$, and the window shrinks from $2E_ct$ to nothing.

To bring the oxide down to 10 MV/cm when the film displacement is $P_r$, the trapped charge must be
\begin{equation}
Q=20-3.45=16.55\ \mu\mathrm{C/cm^2},
\end{equation}
or 82.7\% of $P_r$. This meets the oxide limit only once the film field has returned to zero. While a write pulse still holds 1.5 MV/cm across the almost fully switched film, the background term adds about $4\ \mu\mathrm{C/cm^2}$ to the displacement, and the same trapped charge would leave about 21 MV/cm in the oxide. The case therefore illustrates the effect of trapping; it does not show that the full loop can be written safely. If this charge stays frozen until the state is read, the window is 1.51 V. Here, compensating about four fifths of the polarization costs only about a quarter of the window, because the modelled loop is steep: much of the change in $D$ takes place close to the coercive field. A wider spread of switching fields makes the loop less steep and the loss larger. The frozen charge is an assumption. Traps that fill or empty during the read would give a different number.

\subsection*{Holding the state is a separate matter}

The window compares two thresholds found by sweeping the gate. It does not say how long a state lasts at rest. Set $V_G=V_{FB}=0$ in \eqref{stack}:
\begin{equation}
Et=-\left[\frac{D\,t_i}{\varepsilon_i}+\psi_s(D)\right].
\end{equation}
The film must carry a voltage opposite to the combined drop in oxide and silicon. For the saturated loop without trapping, the film field at rest is $-0.997$ MV/cm in the low-threshold state and $+0.966$ MV/cm in the high-threshold state. Both oppose the polarization written by the preceding pulse, and both lie within 4\% of the coercive field. Fields this close to coercivity have already reversed many of the units. From $P=D-\varepsilon_FE$, the polarization left at rest is only about $+2.9\ \mu\mathrm{C/cm^2}$ in the low-threshold state and $-6.1\ \mu\mathrm{C/cm^2}$ in the high-threshold state, compared with $\pm20\ \mu\mathrm{C/cm^2}$ for the film at zero field. In this model most of the written polarization is therefore lost as soon as the gate returns to zero. The individual figures depend on $V_{FB}=0$, and a negative flat-band voltage moves the larger loss towards the high-threshold state. They also use Boltzmann statistics in the silicon, which is only rough for the high-threshold state: that state rests in strong accumulation, with about 10 MV/cm in the oxide. The two thresholds are still 2 V apart if each sweep then continues in the same direction. Such a sweep is not a harmless read, because at threshold a little over two fifths of the units have already reversed. A read that starts well below the low threshold and sweeps upward reverses more of them first. It then finds a higher low threshold and a smaller window. My model contains no time dependence, so it cannot say how much more is lost later.

The coercive field itself also depends on temperature and on how fast the gate is swept. Where the assumptions behind \eqref{result} hold, the value to put in is the one for the temperature and sweep rate of use. With a smaller loop or trapped charge, the full-loop coercive field no longer gives the window, as the two cases above show. Lowering all switching fields in the model by 0.1 MV/cm, with everything else fixed, reduces $E_c$ to 0.902 MV/cm and the window to about 1.80 V.

So for the exercise as set, with a saturated symmetric loop, no trapped charge and a polarization large enough for switching to come first, the answer is 2 V. The numerical output below gives the remaining inputs and intermediate values.

\section*{Computed values}
\begin{verbatim}
INPUTS
film thickness: 10.0 nm
coercive field: 1.00 MV/cm
remanent polarization: 20.0 uC/cm2
film background relative permittivity: 30.0 (none)
oxide relative permittivity: 3.9 (none)
silicon relative permittivity: 11.7 (none)
interlayer thickness: 0.7 nm
acceptor density: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
temperature: 300 K
rough interlayer field limit: 10.0 MV/cm
spread of switching fields: 0.15 MV/cm
median switching field: 1.025 MV/cm
IDEAL WINDOW
coercive field in other unit: 0.10 V/nm
film voltage at coercivity: 1.000 V
window from formula: 2.000 V
window from full gate sweep: 2.000 V
surface potential at threshold: 0.833 V
displacement at threshold: 0.166 uC/cm2
interlayer voltage at threshold: 0.034 V
midpoint from formula: 0.867 V
low threshold from sweep: -0.131 V
high threshold from sweep: 1.869 V
POLARIZATION CHECK
P_r / film permittivity: 7.53 MV/cm
small test polarization: 1.0 uC/cm2
window at small polarization: 0.753 V
NEGLECTED EFFECTS
interlayer field at full P_r: 57.9 MV/cm
displacement at interlayer limit: 3.45 uC/cm2
minor-loop peak film field: 0.800 MV/cm
minor-loop window, no trapping: 0.99 V
trapped charge per area: 16.55 uC/cm2
trapped charge / P_r: 82.7 %
window with trapped charge: 1.51 V
film field at zero gate, low state: -0.997 MV/cm
film field at zero gate, high state: 0.966 MV/cm
coercive field of softer film: 0.902 MV/cm
window of softer film: 1.805 V
\end{verbatim}
